**Curvature potential of a bent hard-wall layer**

The program evaluates $V_C=-\hbar^2/(8mR^2)$, where $m$ is the isotropic effective mass and $R$ the midline radius, and obtains $-2.005$ meV for $m=0.19\,m_0$ and $R=5$ nm. It asserts the radial substitution symbolically and compares a diagonalization of the annulus with a Bessel-function solution. It also asserts that the formal value $l^2=1/4$ of the squared angular quantum number restores the flat level. For layer thicknesses $d$ of 2, 1 and 0.5 nm, the computed shifts are $-2.0374$, $-2.0132$ and $-2.0072$ meV, in agreement with the asserted finite-thickness formula. Further assertions cover the edge of a tilted anisotropic valley, the equal-mass finite-wall shift, the quadratic Stark shift and the state count behind the band filling. The remaining output uses rough silicon parameters to size neglected effects, several of which are much larger than the curvature potential.

## Check in Python

```python
"""Curvature potential of a thin hard-wall layer bent into a cylindrical arc.

Result under test: V_C = -hbar^2 / (8 m R^2), about -2 meV for
m = 0.19 electron masses and midline radius R = 5 nm.
d: layer thickness; q = r - R: distance from the midline;
l: angular quantum number; A = hbar^2/(2 m0) in eV nm^2.
Energies are in eV and lengths in nm unless a name says otherwise.
The shift is the annulus subband edge minus that of a flat layer.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import j0, j1, y0, y1, ive, kve

A = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
mass, radius, thickness = 0.19, 5.0, 2.0
T = A / mass


def curvature_potential(R):
    return -T / (4 * R**2)


def flat_edge(d):
    return T * (np.pi / d)**2


# Polynomial basis vanishing at both walls, x from -1 to 1.
size = 18
x, weight = np.polynomial.legendre.leggauss(80)
P = np.polynomial.legendre.legvander(x, size + 1)
phi = P[:, :size] - P[:, 2:size + 2]
dphi = -(2 * np.arange(size) + 3) * P[:, 1:size + 1]


def matrix(left, function, right):
    return left.T @ ((weight * function)[:, None] * right)


def annulus_edge(R, d, l_squared=0.0):
    """Lowest radial level from the energy form with measure r dr."""
    r = R + x * d / 2
    energy = matrix(dphi, r, dphi) * (2 / d)**2
    energy = energy + l_squared * matrix(phi, 1 / r, phi)
    return T * eigh(energy, matrix(phi, r, phi), eigvals_only=True)[0]


# Symbolic check of the substitution psi = u/sqrt(r).
rs = sp.symbols("r", positive=True)
u = sp.Function("u")(rs)
psi = u / sp.sqrt(rs)
radial = sp.sqrt(rs) * sp.diff(rs * sp.diff(psi, rs), rs) / rs
assert sp.simplify(radial - sp.diff(u, rs, 2) - u / (4 * rs**2)) == 0

# Main value, and the same value through Hartree atomic units.
V = curvature_potential(radius)
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
V_hartree = -1 / (8 * mass * (radius / bohr_nm)**2)
assert abs(V_hartree * hartree_eV / V - 1) < 1e-7

# Diagonalization against Bessel functions.
E_flat = flat_edge(thickness)
E_ring = annulus_edge(radius, thickness)
a, b = radius - thickness / 2, radius + thickness / 2
k_ring = brentq(lambda k: j0(k * a) * y0(k * b) - j0(k * b) * y0(k * a),
                0.95 * np.pi / thickness, 1.05 * np.pi / thickness,
                xtol=1e-14)
assert abs(T * k_ring**2 - E_ring) < 1e-9

# The coefficient 1/4: l^2 = 1/4 must restore the flat level.
assert abs(annulus_edge(radius, thickness, 0.25) - E_flat) < 1e-9

# Thin limit and leading finite-thickness correction.
widths = [2.0, 1.0, 0.5]
shifts = [annulus_edge(radius, d) - flat_edge(d) for d in widths]
q2_factor = 1 / 12 - 1 / (2 * np.pi**2)
factors = [1 + 3 * q2_factor * (d / radius)**2 for d in widths]
for shift, factor in zip(shifts, factors):
    assert abs(shift / V - factor) < 1e-3
assert abs(shifts[2] / V - 1) < 2e-3
excess = [shift / V - 1 for shift in shifts]
assert abs(excess[0] / excess[1] - 4) < 0.15
shift_l1 = annulus_edge(radius, thickness, 1.0) - E_flat
assert abs(shift_l1 / (-3 * V * factors[0]) - 1) < 1e-3

# Rough silicon values for sizing the neglected effects.
m_long, m_oxide, barrier = 0.92, 0.5, 3.1
alpha, layer_step = 0.5, 0.136
field_MV_cm, mobility, sheet_cm2 = 1.0, 200.0, 1e13
temperature = 300.0


# Other valleys: normal mass turns along the bend.
def valley_edge(angle):
    inverse = np.cos(angle)**2 / m_long + np.sin(angle)**2 / mass
    return A * inverse * (np.pi / thickness)**2


angle, k_t = np.pi / 4, 0.3
w_nn = np.cos(angle)**2 / m_long + np.sin(angle)**2 / mass
w_tt = np.sin(angle)**2 / m_long + np.cos(angle)**2 / mass
w_nt = np.sin(angle) * np.cos(angle) * (1 / mass - 1 / m_long)
one = np.ones_like(x)
overlap = matrix(phi, one, phi)
stiffness = matrix(dphi, one, dphi) * (2 / thickness)**2
momentum = -1j * matrix(phi, one, dphi) * (2 / thickness)
H = A * (w_nn * stiffness + 2 * w_nt * k_t * momentum
         + w_tt * k_t**2 * overlap)
E_tilted = eigh(H, overlap, eigvals_only=True)[0]
E_expected = valley_edge(angle) + A * (w_tt - w_nt**2 / w_nn) * k_t**2
assert abs(E_tilted - E_expected) < 1e-8
edge_low, edge_mid, edge_high = [valley_edge(t)
                                for t in (0, np.pi / 4, np.pi / 2)]
kT = const.k * temperature / const.e
valley_gap = E_flat - edge_mid
boltzmann = np.exp(-valley_gap / kT)


# Finite walls; flux psi'/mass is continuous at each interface.
def soft_edges(outer_mass):
    def wave_numbers(E):
        return (np.sqrt(E / T),
                np.sqrt((barrier - E) * outer_mass / A))

    def flat_match(E):
        k, decay = wave_numbers(E)
        half = k * thickness / 2
        return k * np.sin(half) - mass / outer_mass * decay * np.cos(half)

    def ring_match(E):
        k, decay = wave_numbers(E)
        ratio = mass / outer_mass * decay
        La = ratio * ive(1, decay * a) / ive(0, decay * a)
        Lb = -ratio * kve(1, decay * b) / kve(0, decay * b)
        ja = -k * j1(k * a) - La * j0(k * a)
        ya = -k * y1(k * a) - La * y0(k * a)
        jb = -k * j1(k * b) - Lb * j0(k * b)
        yb = -k * y1(k * b) - Lb * y0(k * b)
        return ja * yb - jb * ya

    flat = brentq(flat_match, 1e-6, E_flat, xtol=1e-13)
    ring = brentq(ring_match, flat - 0.02, flat + 0.02, xtol=1e-13)
    return flat, ring - flat


soft_equal_E, soft_equal_shift = soft_edges(mass)
soft_E, soft_shift = soft_edges(m_oxide)
assert abs(soft_equal_shift / V - 1) < 0.05


# Nonparabolic scalar dispersion E(1 + alpha E) = kinetic eigenvalue.
def nonparabolic(kinetic):
    return (np.sqrt(1 + 4 * alpha * kinetic) - 1) / (2 * alpha)


nonparabolic_shift = nonparabolic(E_ring) - nonparabolic(E_flat)

# Thickness changes and the quadratic Stark shift of the flat layer.
step_shift = flat_edge(thickness + layer_step) - E_flat
equal_width = thickness * abs(V) / (2 * E_flat)
width_check = flat_edge(thickness + equal_width) - E_flat
assert abs(width_check / V - 1) < 0.01
field = 0.1 * field_MV_cm
H_field = T * stiffness + matrix(phi, field * x * thickness / 2, phi)
stark = eigh(H_field, overlap, eigvals_only=True)[0] - E_flat
stark_formula = (-(15 / np.pi**2 - 1) / (24 * np.pi**2)
                 * field**2 * thickness**4 / (2 * T))
assert abs(stark / stark_formula - 1) < 0.01

# Broadening hbar/tau and zero-temperature filling of the valley pair.
broadening = const.hbar / (mass * const.m_e * mobility * 1e-4)
sheet = sheet_cm2 * 1e-14
filling = np.pi * A * sheet / np.sqrt(mass * m_long)
box = 400.0
k_grid = 2 * np.pi * np.arange(-120, 121) / box
band = A * (k_grid[:, None]**2 / mass + k_grid[None, :]**2 / m_long)
counted = 4 * np.count_nonzero(band < filling) / box**2
assert abs(counted / sheet - 1) < 0.02
surface_strain = thickness / (2 * radius)


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("hbar^2/(2 m0)", A, "eV nm^2", 6)
show("Effective mass", mass, "m0", 2)
show("hbar^2/(2 m)", T, "eV nm^2", 5)
show("Midline radius", radius, "nm", 1)
show("Layer thickness", thickness, "nm", 1)
show("Curvature potential", 1e3 * V, "meV")
print(f"Curvature potential in atomic units: {V_hartree:.4e} hartree")
show("If 5 nm is inner-wall radius",
     1e3 * curvature_potential(radius + thickness / 2), "meV")
show("If 5 nm is outer-wall radius",
     1e3 * curvature_potential(radius - thickness / 2), "meV")
show("Flat subband edge", 1e3 * E_flat, "meV")
show("Annulus subband edge, l=0", 1e3 * E_ring, "meV")
for d, shift, factor in zip(widths, shifts, factors):
    show(f"Computed shift, d={d:.1f} nm", 1e3 * shift, "meV", 4)
    show(f"Shift from thickness formula, d={d:.1f} nm",
         1e3 * V * factor, "meV", 4)
show("Computed edge minus flat edge, l=1", 1e3 * shift_l1, "meV")
show("Rough longitudinal mass", m_long, "m0", 2)
show("Other valley edge, long axis normal", 1e3 * edge_low, "meV", 1)
show("Other valley edge, long axis at 45 deg", 1e3 * edge_mid, "meV", 1)
show("Other valley edge, long axis tangent", 1e3 * edge_high, "meV", 1)
show("0.19 pair above others at 45 deg", 1e3 * valley_gap, "meV", 1)
print(f"Boltzmann factor of that gap: {boltzmann:.2e}")
show("Temperature", temperature, "K", 0)
show("Thermal energy", 1e3 * kT, "meV", 2)
show("Rough atomic-layer step", layer_step, "nm")
show("Edge change for one layer thicker", 1e3 * step_shift, "meV", 1)
show("Thickening equivalent to curvature", equal_width, "nm", 5)
show("Rough oxide barrier", barrier, "eV", 1)
show("Rough oxide mass", m_oxide, "m0", 2)
show("Flat edge with oxide walls", 1e3 * soft_E, "meV", 1)
show("Curvature shift, soft walls, equal mass",
     1e3 * soft_equal_shift, "meV")
show("Curvature shift, soft walls, oxide mass", 1e3 * soft_shift, "meV")
show("Rough nonparabolicity", alpha, "1/eV", 1)
show("Nonparabolic curvature shift", 1e3 * nonparabolic_shift, "meV")
show("Transverse field", field_MV_cm, "MV/cm", 1)
show("Stark shift", 1e3 * stark, "meV")
show("Rough mobility", mobility, "cm2/Vs", 0)
show("Collision broadening hbar/tau", 1e3 * broadening, "meV", 1)
print(f"Sheet density: {sheet_cm2:.1e} cm^-2")
show("Hypothetical filling of 0.19 pair", 1e3 * filling, "meV", 1)
show("Surface strain if bent from flat", 100 * surface_strain, "%", 1)
print("finished without a failed check")
```

It prints:

```
hbar^2/(2 m0): 0.038100 eV nm^2
Effective mass: 0.19 m0
hbar^2/(2 m): 0.20053 eV nm^2
Midline radius: 5.0 nm
Layer thickness: 2.0 nm
Curvature potential: -2.005 meV
Curvature potential in atomic units: -7.3692e-05 hartree
If 5 nm is inner-wall radius: -1.393 meV
If 5 nm is outer-wall radius: -3.133 meV
Flat subband edge: 494.777 meV
Annulus subband edge, l=0: 492.739 meV
Computed shift, d=2.0 nm: -2.0374 meV
Shift from thickness formula, d=2.0 nm: -2.0367 meV
Computed shift, d=1.0 nm: -2.0132 meV
Shift from thickness formula, d=1.0 nm: -2.0131 meV
Computed shift, d=0.5 nm: -2.0072 meV
Shift from thickness formula, d=0.5 nm: -2.0072 meV
Computed edge minus flat edge, l=1: 6.112 meV
Rough longitudinal mass: 0.92 m0
Other valley edge, long axis normal: 102.2 meV
Other valley edge, long axis at 45 deg: 298.5 meV
Other valley edge, long axis tangent: 494.8 meV
0.19 pair above others at 45 deg: 196.3 meV
Boltzmann factor of that gap: 5.04e-04
Temperature: 300 K
Thermal energy: 25.85 meV
Rough atomic-layer step: 0.136 nm
Edge change for one layer thicker: -61.0 meV
Thickening equivalent to curvature: 0.00405 nm
Rough oxide barrier: 3.1 eV
Rough oxide mass: 0.50 m0
Flat edge with oxide walls: 252.1 meV
Curvature shift, soft walls, equal mass: -2.060 meV
Curvature shift, soft walls, oxide mass: -1.400 meV
Rough nonparabolicity: 0.5 1/eV
Nonparabolic curvature shift: -1.445 meV
Transverse field: 1.0 MV/cm
Stark shift: -0.875 meV
Rough mobility: 200 cm2/Vs
Collision broadening hbar/tau: 30.5 meV
Sheet density: 1.0e+13 cm^-2
Hypothetical filling of 0.19 pair: 28.6 meV
Surface strain if bent from flat: 20.0 %
finished without a failed check
```
